# Why a Capacitor Receives Twice a 50 Ohm Generator's Displayed Voltage: a program that tests the result

```python
"""
Result under test: a generator whose display V_d is the voltage it gives to a
matched 50 ohm load drives a nonleaky capacitor C, through a 50 ohm cable, to
    V_C(t) = 2 V_d [1 - exp(-t/tau)],  tau = Z0 C,  t counted from arrival.
Z0: cable impedance; Rs: source resistance; emf: internal source voltage.
The reference side is a time-domain solution of the telegrapher equations.
All quantities are in SI units inside the program.
Film parameters are rough typical values for a hafnium-zirconium oxide film.
"""
import math
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import quad, solve_ivp

Z0 = 50.0
V_DISPLAY = 1.5
DELAY = 5e-9
CELLS = 1000
DT = DELAY / CELLS            # a wave crosses one cell in one time step

THICKNESS = 10e-9
SIDE = 20e-6
EPS_R = 30.0
P_REMANENT = 0.20             # C/m^2
V_COERCIVE = 1.0
V_SPREAD = 0.3                # width of the switching branch
E_BREAKDOWN = 4e8             # V/m
J_LEAK = 100.0                # A/m^2 at the final field
R_SERIES = 20.0
RISE = 5e-9
T_SWITCH = 100e-9             # assumed duration of slow switching
SOURCE_TOL = 1.0              # ohm

area = SIDE**2
cap = epsilon_0 * EPS_R * area / THICKNESS
tau = Z0 * cap


def linear_cap(v):
    return cap


def no_cap(v):
    return 0.0


def ferro_cap(v):
    """dQ/dV on the rising branch, from -P_REMANENT to +P_REMANENT."""
    x = (v - V_COERCIVE) / V_SPREAD
    return cap + area * P_REMANENT / V_SPREAD / math.cosh(x)**2


def run_line(duration, emf, film_cap, leak=0.0, series=0.0,
             source=Z0, width=None, rise=None):
    """Staggered-grid solution of the cable with source and load.

    The load is a series resistance followed by a film with differential
    capacitance film_cap(v) and parallel leak conductance.
    Returned times count from switch-on; the switch closes half a time step
    after the start, so the first source average is one half.
    """
    steps = int(round(duration / DT))
    level = np.ones(steps)
    level[0] = 0.5
    if width is not None:
        off = int(round(width / DT))
        level[off] = 0.5
        level[off + 1:] = 0.0
    if rise is not None:
        level = np.minimum(np.arange(steps) * DT / rise, 1.0)
    v = np.zeros(CELLS + 1)
    i = np.zeros(CELLS)
    film = 0.0
    out = np.zeros((4, steps))
    for n in range(steps):
        old_s, old_l = v[0], v[-1]
        mid_s = ((level[n] * emf / source - i[0] + old_s / Z0)
                 / (1 / source + 1 / Z0))
        c = film_cap(film)
        for _ in range(2):    # second pass uses the midpoint capacitance
            a = 2 * c / DT
            k = series + 1 / (a + leak)
            b = a * film / (a + leak)
            mid_l = (i[-1] + old_l / Z0 + b / k) / (1 / Z0 + 1 / k)
            current = (mid_l - b) / k
            film_mid = (current + a * film) / (a + leak)
            c = film_cap(film_mid)
        film = 2 * film_mid - film
        v[1:-1] -= Z0 * (i[1:] - i[:-1])
        v[0] = 2 * mid_s - old_s
        v[-1] = 2 * mid_l - old_l
        i -= (v[1:] - v[:-1]) / Z0
        out[:, n] = film, v[0], mid_l, current
    times = (np.arange(steps) + 0.5) * DT
    return times, out[0], out[1], out[2], out[3]


def calibrated_emf(source):
    """Find the emf that puts V_DISPLAY across a matched load."""
    result = run_line(12e-9, 1.0, no_cap, leak=1 / Z0, source=source)
    return V_DISPLAY / result[1][-1]


def time_to_99(times, film, target):
    n = int(np.argmax(film >= 0.99 * target))
    f = (0.99 * target - film[n - 1]) / (film[n] - film[n - 1])
    return times[n - 1] + f * DT - DELAY


def charging(t, final, time_constant):
    return final * (1 - np.exp(-t / time_constant))


# Calibration and the main run
emf = calibrated_emf(Z0)
assert abs(emf - 2 * V_DISPLAY) < 1e-9
v_final = 2 * V_DISPLAY
t, film, v_gen, v_load, i_load = run_line(35e-9, emf, linear_cap)
after = t > DELAY
t_after = t[after] - DELAY
assert np.max(np.abs(film[after] - charging(t_after, v_final, tau))) < 1e-3
assert np.max(np.abs(film[~after])) < 1e-12
assert abs(film[-1] - v_final) < 1e-6
assert abs(i_load[-1]) < 1e-8
assert abs(i_load.max() / (v_final / Z0) - 1) < 0.02

# Lumped source-divider equation, solved without any cable
lumped = solve_ivp(lambda x, y: (emf - y) / tau, (0, t_after[-1]), [0.0],
                   t_eval=t_after, rtol=1e-9, atol=1e-11, max_step=tau)
assert np.max(np.abs(lumped.y[0] - film[after])) < 1e-3

# Generator end: plateau, then the echo
echo = t > 2 * DELAY
t_echo = t[echo] - 2 * DELAY
assert np.max(np.abs(v_gen[~echo] - V_DISPLAY)) < 1e-9
reflected = v_gen[echo] - V_DISPLAY
wave = V_DISPLAY * (1 - 2 * np.exp(-t_echo / tau))
assert np.max(np.abs(reflected - wave)) < 1e-3
gammas = []
for s_tau in (0.5, 1.0, 3.0):
    s = s_tau / tau
    gamma = s * DT * np.sum(reflected * np.exp(-s * t_echo)) / V_DISPLAY
    assert abs(gamma - (1 - s_tau) / (1 + s_tau)) < 2e-3
    gammas.append(gamma)

# Leaky load and 50 ohm shunt
leaky_final = {}
for r_leak in (200.0, 50.0):
    tl, fl = run_line(25e-9, emf, linear_cap, leak=1 / r_leak)[:2]
    m = tl > DELAY
    expected = charging(tl[m] - DELAY, v_final * r_leak / (r_leak + Z0),
                        cap * r_leak * Z0 / (r_leak + Z0))
    assert np.max(np.abs(fl[m] - expected)) < 2e-3
    leaky_final[r_leak] = fl[-1]

# Series electrode resistance
tr, fr = run_line(25e-9, emf, linear_cap, series=R_SERIES)[:2]
m = tr > DELAY
tau_series = (Z0 + R_SERIES) * cap
assert np.max(np.abs(fr[m] - charging(tr[m] - DELAY, v_final,
                                     tau_series))) < 2e-3

# Short pulse; the peak falls between samples, hence half a step of slope
short = 0.5e-9
peak = run_line(15e-9, emf, linear_cap, width=short)[1].max()
peak_formula = charging(short, v_final, tau)
assert abs(peak - peak_formula) < 0.005 * v_final

# Mismatched source, recalibrated into 50 ohm
RS_TEST = 40.0
emf_mis = calibrated_emf(RS_TEST)
mis_final = run_line(150e-9, emf_mis, linear_cap, source=RS_TEST)[1][-1]
assert abs(mis_final - V_DISPLAY * (1 + RS_TEST / Z0)) < 1e-4

# Ferroelectric switching on the static branch
tf, ff, _, vf, cf = run_line(45e-9, emf, ferro_cap)
line_sum = vf[CELLS + 1:] + Z0 * cf[CELLS + 1:]
assert np.max(np.abs(line_sum - v_final)) < 1e-6
t99_linear = time_to_99(t, film, v_final)
t99_ferro = time_to_99(tf, ff, v_final)
t99_integral = Z0 * quad(lambda v: ferro_cap(v) / (v_final - v), 0,
                         0.99 * v_final, points=[V_COERCIVE], limit=200)[0]
assert abs(t99_linear / (tau * math.log(100)) - 1) < 0.01
assert abs(t99_ferro / t99_integral - 1) < 0.01
assert abs(ff[-1] - v_final) < 1e-4

# Switching charge, series resistance, rise time and leakage together
i_leak = J_LEAK * area
ta, fa = run_line(85e-9, emf, ferro_cap, leak=i_leak / v_final,
                  series=R_SERIES, rise=RISE)[:2]
t99_all = time_to_99(ta, fa, v_final)
leak_drop = i_leak * (Z0 + R_SERIES)
assert abs((v_final - fa[-1]) / leak_drop - 1) < 0.02

q_switch = 2 * P_REMANENT * area
slow_drop = Z0 * q_switch / T_SWITCH
tol_shift = V_DISPLAY * SOURCE_TOL / Z0
field = v_final / THICKNESS
assert field < E_BREAKDOWN

print("INPUTS (film values are rough typical ones)")
print(f"displayed voltage            {V_DISPLAY:.2f} V")
print(f"cable impedance              {Z0:.0f} ohm")
print(f"one-way cable delay          {DELAY*1e9:.1f} ns")
print(f"film thickness               {THICKNESS*1e9:.0f} nm")
print(f"side of square electrode     {SIDE*1e6:.0f} um")
print(f"relative permittivity        {EPS_R:.0f}")
print(f"remanent polarization        {P_REMANENT*100:.0f} uC/cm2")
print(f"coercive voltage             {V_COERCIVE:.1f} V")
print(f"switching branch width       {V_SPREAD:.1f} V")
print(f"leakage current density      {J_LEAK*1e-4:.2g} A/cm2")
print(f"breakdown field              {E_BREAKDOWN*1e-8:.1f} MV/cm")
print("MAIN RESULT")
print(f"emf found by calibration     {emf:.4f} V")
print(f"capacitance                  {cap*1e12:.2f} pF")
print(f"time constant Z0*C           {tau*1e9:.3f} ns")
print(f"initial current 2*V_d/Z0     {v_final/Z0*1e3:.1f} mA")
for ns in (0.5, 1.0, 2.0, 5.0):
    simulated = np.interp(ns * 1e-9, t_after, film[after])
    formula = charging(ns * 1e-9, v_final, tau)
    print(f"V_C {ns:.1f} ns after arrival: cable {simulated:.4f} V,"
          f" formula {formula:.4f} V")
print(f"final capacitor voltage      {film[-1]:.4f} V")
print(f"field expected from display  {V_DISPLAY/THICKNESS*1e-8:.2f} MV/cm")
print(f"field actually reached       {field*1e-8:.2f} MV/cm")
print("REFLECTION")
print(f"generator end before echo    {v_gen[~echo][-1]:.4f} V")
print(f"generator end, echo arrives  {v_gen[echo][0]:.4f} V")
print(f"generator end, late          {v_gen[-1]:.4f} V")
print(f"reflected wave, first sample {reflected[0]:.4f} V")
print(f"reflected wave, late         {reflected[-1]:.4f} V")
print("Gamma at s*tau = 0.5, 1, 3   "
      + ", ".join(f"{g:.3f}" for g in gammas))
print("WHERE DOUBLING CHANGES")
print(f"final V, 200 ohm leak        {leaky_final[200.0]:.4f} V")
print(f"final V, 50 ohm shunt        {leaky_final[50.0]:.4f} V")
print(f"peak, {short*1e9:.1f} ns pulse (formula) {peak_formula:.3f} V")
print(f"final V, {RS_TEST:.0f} ohm source       {mis_final:.4f} V")
print("NEGLECTED EFFECTS")
print(f"linear charge C*2V_d         {cap*v_final*1e12:.1f} pC")
print(f"switching charge             {q_switch*1e12:.1f} pC")
print(f"time to 99%, linear          {t99_linear*1e9:.2f} ns")
print(f"time to 99%, switching       {t99_ferro*1e9:.2f} ns")
print(f"same, from integral          {t99_integral*1e9:.2f} ns")
print(f"tau with {R_SERIES:.0f} ohm electrodes   {tau_series*1e9:.3f} ns")
print(f"99% time, all, {RISE*1e9:.0f} ns rise     {t99_all*1e9:.2f} ns")
print(f"mean drop, {T_SWITCH*1e9:.0f} ns switching  {slow_drop*1e3:.1f} mV")
print(f"leakage current              {i_leak*1e9:.1f} nA")
print(f"steady drop from leakage     {leak_drop*1e6:.2f} uV")
print(f"shift per {SOURCE_TOL:.0f} ohm source error {tol_shift*1e3:.1f} mV")
print(f"display at breakdown field   {E_BREAKDOWN*THICKNESS/2:.2f} V")
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS (film values are rough typical ones)
displayed voltage            1.50 V
cable impedance              50 ohm
one-way cable delay          5.0 ns
film thickness               10 nm
side of square electrode     20 um
relative permittivity        30
remanent polarization        20 uC/cm2
coercive voltage             1.0 V
switching branch width       0.3 V
leakage current density      0.01 A/cm2
breakdown field              4.0 MV/cm
MAIN RESULT
emf found by calibration     3.0000 V
capacitance                  10.63 pF
time constant Z0*C           0.531 ns
initial current 2*V_d/Z0     60.0 mA
V_C 0.5 ns after arrival: cable 1.8295 V, formula 1.8295 V
V_C 1.0 ns after arrival: cable 2.5433 V, formula 2.5433 V
V_C 2.0 ns after arrival: cable 2.9305 V, formula 2.9305 V
V_C 5.0 ns after arrival: cable 2.9998 V, formula 2.9998 V
final capacitor voltage      3.0000 V
field expected from display  1.50 MV/cm
field actually reached       3.00 MV/cm
REFLECTION
generator end before echo    1.5000 V
generator end, echo arrives  0.0141 V
generator end, late          3.0000 V
reflected wave, first sample -1.4859 V
reflected wave, late         1.5000 V
Gamma at s*tau = 0.5, 1, 3   0.333, 0.000, -0.500
WHERE DOUBLING CHANGES
final V, 200 ohm leak        2.4000 V
final V, 50 ohm shunt        1.5000 V
peak, 0.5 ns pulse (formula) 1.829 V
final V, 40 ohm source       2.7000 V
NEGLECTED EFFECTS
linear charge C*2V_d         31.9 pC
switching charge             160.0 pC
time to 99%, linear          2.45 ns
time to 99%, switching       6.52 ns
same, from integral          6.52 ns
tau with 20 ohm electrodes   0.744 ns
99% time, all, 5 ns rise     12.02 ns
mean drop, 100 ns switching  80.0 mV
leakage current              40.0 nA
steady drop from leakage     2.80 uV
shift per 1 ohm source error 30.0 mV
display at breakdown field   2.00 V
ALL CHECKS PASSED
```
